# Distributed versus lumped amplification: accumulated spontaneous noise in a transparent link: a program that tests the result

```python
"""Noise of transparent optical links: lumped versus distributed gain.

Result under test: at equal launched signal and equal maximum fibre power,
lumped noise / distributed noise = (G - 1) / ln(G).
G: gain of one lumped amplifier, equal to the loss factor of one span.
alpha: power attenuation coefficient; n_sp: spontaneous-emission factor.
Noise is the mean number of added photons per mode at the link output.
P(z): signal power along the fibre. Lengths are in km unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm


def close(x, y, rtol=1e-8):
    return bool(np.isclose(x, y, rtol=rtol, atol=0.0))


def db(x):
    return 10 * np.log10(x)


# Photon-number master equation, truncated far above the occupied states.
def propagate(prob, emission, absorption, length):
    n = np.arange(prob.shape[0], dtype=float)
    up = emission * (n + 1)
    up[-1] = 0.0
    down = absorption * n
    generator = (np.diag(-(up + down)) + np.diag(up[:-1], -1)
                 + np.diag(down[1:], 1))
    return expm(generator * length) @ prob


test_gain, test_nsp, test_spans = 4.0, 1.5, 3
test_length = np.log(test_gain)       # unit attenuation coefficient
start = np.zeros((400, 2))
start[0, 0] = 1.0                     # vacuum input
start[2, 1] = 1.0                     # two-photon input
lumped_state = start.copy()
for _ in range(test_spans):
    lumped_state = propagate(lumped_state, 0.0, 1.0, test_length)
    lumped_state = propagate(lumped_state, test_nsp, test_nsp - 1,
                             test_length)
spread_state = propagate(start, test_nsp, test_nsp - 1 + 1.0,
                         test_spans * test_length)
numbers = np.arange(400)
mean_lumped = numbers @ lumped_state
mean_spread = numbers @ spread_state
# Tolerances allow for the Fock cutoff and matrix-exponential rounding.
assert close(mean_lumped[0], test_spans * test_nsp * (test_gain - 1), 1e-6)
assert close(mean_spread[0], test_spans * test_nsp * np.log(test_gain), 1e-6)
assert close(mean_lumped[1] - mean_lumped[0], 2.0, 1e-6)
assert close(mean_spread[1] - mean_spread[0], 2.0, 1e-6)
master_ratio = mean_lumped[0] / mean_spread[0]
assert close(master_ratio, (test_gain - 1) / np.log(test_gain), 1e-6)

# Rough telecom-fibre parameters.
loss_db, span, spans = 0.2, 80.0, 25
wavelength, bandwidth, launch = 1550e-9, 12.5e9, 1e-3
n_sp, temperature = 1.0, 300.0
alpha = loss_db * np.log(10) / 10
gain = np.exp(alpha * span)
log_gain = np.log(gain)
factor = (gain - 1) / log_gain


def lumped_noise(count, amp_gain, loss_first=True):
    noise = 0.0
    for _ in range(count):
        if loss_first:
            noise /= amp_gain
        noise = amp_gain * noise + n_sp * (amp_gain - 1)
        if not loss_first:
            noise /= amp_gain
    return noise


noise_lumped = lumped_noise(spans, gain)
noise_first = lumped_noise(spans, gain, loss_first=False)
noise_spread = spans * n_sp * log_gain
assert close(noise_lumped, spans * n_sp * (gain - 1))
assert close(noise_first, spans * n_sp * (gain - 1) / gain)
assert noise_first < noise_spread < noise_lumped
subdivisions = 1000
noise_fine = lumped_noise(spans * subdivisions, gain ** (1 / subdivisions))
# Finite subdivision leaves a relative excess near ln(G)/(2*subdivisions).
assert close(noise_fine, noise_spread, 3e-3)

# Path averages in a passive span, with unit launch power.
mean_power = quad(lambda z: np.exp(-alpha * z), 0, span)[0] / span
mean_inverse = quad(lambda z: np.exp(alpha * z), 0, span)[0] / span
assert close(mean_inverse, factor)
average_factor = mean_power * mean_inverse
assert close(average_factor, (gain - 1)**2 / (gain * log_gain**2))
small = 0.01
small_average = quad(lambda x: np.exp(small * x), 0, 1)[0]
assert abs(small_average - (1 + small / 2)) < small**2 / 5

# Nonuniform Raman gain caused by pump attenuation.
pump_loss_db = 0.25
alpha_p = pump_loss_db * np.log(10) / 10


def gain_both(z):
    return (alpha * span * alpha_p * np.cosh(alpha_p * (z - span / 2))
            / (2 * np.sinh(alpha_p * span / 2)))


def power_both(z):
    part = np.sinh(alpha_p * (z - span / 2)) / np.sinh(alpha_p * span / 2)
    return np.exp(alpha * span * (1 + part) / 2 - alpha * z)


def gain_back(z):
    return (alpha * span * alpha_p * np.exp(alpha_p * z)
            / np.expm1(alpha_p * span))


def power_back(z):
    part = np.expm1(alpha_p * z) / np.expm1(alpha_p * span)
    return np.exp(alpha * span * part - alpha * z)


def profile_results(local_gain, power):
    def rhs(z, y):
        g = local_gain(z)
        return [(g - alpha) * y[0], (g - alpha) * y[1] + n_sp * g]
    end = solve_ivp(rhs, (0, span), [1.0, 0.0], rtol=1e-10,
                    atol=1e-12).y[:, -1]
    inverse = quad(lambda z: 1 / power(z), 0, span)[0] / span
    average = quad(power, 0, span)[0] / span
    peak = np.max(power(np.linspace(0, span, 20001)))
    assert close(end[0], 1.0, 1e-7)
    assert close(end[1], n_sp * alpha * span * inverse, 1e-7)
    assert peak * inverse > 1 and average * inverse > 1
    return inverse, peak, average


both_inv, both_peak, both_avg = profile_results(gain_both, power_both)
back_inv, back_peak, back_avg = profile_results(gain_back, power_back)

# Thermal occupation: phonons in Raman gain and photons in the loss bath.
frequency = const.c / wavelength
raman_shift = 13.2e12


def bose(freq):
    return 1 / np.expm1(const.h * freq / (const.k * temperature))


levels = np.arange(200)
weights = np.exp(-levels * const.h * raman_shift / (const.k * temperature))
phonons = levels @ weights / weights.sum()
assert close(phonons, bose(raman_shift))
raman_nsp = 1 + phonons
thermal_photons = bose(frequency)

# Double backscattering relative to the signal, in one isolated span.
backscatter = 6e-5                    # rough coefficient, 1/km
double_spread = (backscatter * span)**2 / 2
double_lumped = backscatter**2 * (span / (2 * alpha)
                  - (1 - np.exp(-2 * alpha * span)) / (4 * alpha**2))


def coupled_excess(net_loss):
    matrix = np.array([[-net_loss, backscatter], [-backscatter, net_loss]])
    transfer = expm(matrix * span)
    return np.exp(net_loss * span) / transfer[1, 1] - 1


# Formulas keep only two scatterings; the coupled waves keep all orders.
assert close(coupled_excess(0.0), double_spread, 1e-3)
assert close(coupled_excess(alpha), double_lumped, 1e-3)

# Powers, two polarizations, and sizes of neglected effects.
mode_power = 2 * const.h * frequency * bandwidth
ase_lumped = mode_power * noise_lumped
ase_spread = mode_power * noise_spread
dr_lumped, dr_spread = spans * double_lumped, spans * double_spread
dr_open = (backscatter * span * spans)**2 / 2
total_ratio = ((ase_lumped / launch + dr_lumped)
               / (ase_spread / launch + dr_spread))
kerr = 1.3                            # rough coefficient, 1/(W km)
phase_spread = kerr * launch * span * spans
phase_lumped = phase_spread * mean_power
band, channels = 4e12, 80
band_fraction = ase_lumped * band / bandwidth / (channels * launch)

print(f"master-equation test: G = {test_gain:.0f}, n_sp = {test_nsp}, "
      f"spans = {test_spans}")
print(f"  lumped noise = {mean_lumped[0]:.4f} photons/mode")
print(f"  distributed noise = {mean_spread[0]:.4f} photons/mode")
print(f"  ratio = {master_ratio:.4f}")
print(f"fibre loss = {loss_db} dB/km; alpha = {alpha:.5f} 1/km")
print(f"span = {span:.0f} km; spans = {spans}; total = {span*spans:.0f} km")
print(f"wavelength = {wavelength*1e9:.0f} nm; n_sp = {n_sp:.0f}")
print(f"launch = {launch*1e3:.0f} mW; bandwidth = {bandwidth/1e9:.1f} GHz")
print(f"amplifier gain G = {gain:.3f} = {db(gain):.2f} dB")
print(f"ln G = {log_gain:.4f}")
print(f"lumped noise = {noise_lumped:.2f} photons/mode")
print(f"distributed noise = {noise_spread:.2f} photons/mode")
print(f"amplifier-before-span noise = {noise_first:.2f} photons/mode")
print(f"{subdivisions} amplifiers/span noise = {noise_fine:.2f} photons/mode")
print(f"noise advantage = {factor:.3f} = {db(factor):.2f} dB")
print(f"photon energy = {const.h*frequency/const.e:.4f} eV")
print(f"lumped noise power = {ase_lumped*1e6:.4f} uW")
print(f"distributed noise power = {ase_spread*1e6:.4f} uW")
print(f"lumped signal/noise = {db(launch/ase_lumped):.2f} dB")
print(f"distributed signal/noise = {db(launch/ase_spread):.2f} dB")
print(f"lumped mean power / launch = {mean_power:.4f}")
print(f"equal-average-power advantage = {average_factor:.3f} "
      f"= {db(average_factor):.2f} dB")
for gain_db in (1, 10, 20, 30):
    g = 10**(gain_db / 10)
    print(f"G = {gain_db} dB: advantage = {(g-1)/np.log(g):.3f}")
print(f"pump loss = {pump_loss_db} dB/km")
for name, inv, peak, avg in (("two-end", both_inv, both_peak, both_avg),
                             ("far-end", back_inv, back_peak, back_avg)):
    print(f"{name} pump: noise / uniform = {inv:.4f}")
    print(f"  peak power / launch = {peak:.4f}")
    print(f"  equal-peak noise penalty = {peak*inv:.4f}")
    print(f"  equal-average noise penalty = {avg*inv:.4f}")
print(f"Raman shift = {raman_shift/1e12:.1f} THz; T = {temperature:.0f} K")
print(f"thermal Raman n_sp = {raman_nsp:.4f}")
print(f"thermal photons in loss bath = {thermal_photons:.2e} per mode")
print(f"backscatter coefficient = {backscatter:.1e} 1/km")
print(f"double scatter/signal, lumped = {dr_lumped:.3e}")
print(f"double scatter/signal, distributed = {dr_spread:.3e}")
print(f"amplifier noise/signal, distributed = {ase_spread/launch:.3e}")
print(f"double scatter/signal, no isolators = {dr_open:.3e}")
print(f"advantage with double scatter = {total_ratio:.3f} "
      f"= {db(total_ratio):.2f} dB")
print(f"Kerr coefficient = {kerr} 1/(W km)")
print(f"Kerr phase, lumped = {phase_lumped:.3f} rad")
print(f"Kerr phase, distributed = {phase_spread:.3f} rad")
print(f"amplifier band = {band/1e12:.0f} THz; channels = {channels}")
print(f"lumped band noise / total signal = {100*band_fraction:.2f} %")
print("tests ok")
```

It prints:

```
master-equation test: G = 4, n_sp = 1.5, spans = 3
  lumped noise = 13.5000 photons/mode
  distributed noise = 6.2383 photons/mode
  ratio = 2.1640
fibre loss = 0.2 dB/km; alpha = 0.04605 1/km
span = 80 km; spans = 25; total = 2000 km
wavelength = 1550 nm; n_sp = 1
launch = 1 mW; bandwidth = 12.5 GHz
amplifier gain G = 39.811 = 16.00 dB
ln G = 3.6841
lumped noise = 970.27 photons/mode
distributed noise = 92.10 photons/mode
amplifier-before-span noise = 24.37 photons/mode
1000 amplifiers/span noise = 92.27 photons/mode
noise advantage = 10.535 = 10.23 dB
photon energy = 0.7999 eV
lumped noise power = 3.1087 uW
distributed noise power = 0.2951 uW
lumped signal/noise = 25.07 dB
distributed signal/noise = 35.30 dB
lumped mean power / launch = 0.2646
equal-average-power advantage = 2.788 = 4.45 dB
G = 1 dB: advantage = 1.124
G = 10 dB: advantage = 3.909
G = 20 dB: advantage = 21.498
G = 30 dB: advantage = 144.620
pump loss = 0.25 dB/km
two-end pump: noise / uniform = 1.0438
  peak power / launch = 1.5088
  equal-peak noise penalty = 1.5749
  equal-average noise penalty = 1.0895
far-end pump: noise / uniform = 3.3178
  peak power / launch = 1.0000
  equal-peak noise penalty = 3.3178
  equal-average noise penalty = 1.2989
Raman shift = 13.2 THz; T = 300 K
thermal Raman n_sp = 1.1377
thermal photons in loss bath = 3.65e-14 per mode
backscatter coefficient = 6.0e-05 1/km
double scatter/signal, lumped = 6.757e-05
double scatter/signal, distributed = 2.880e-04
amplifier noise/signal, distributed = 2.951e-04
double scatter/signal, no isolators = 7.200e-03
advantage with double scatter = 5.447 = 7.36 dB
Kerr coefficient = 1.3 1/(W km)
Kerr phase, lumped = 0.688 rad
Kerr phase, distributed = 2.600 rad
amplifier band = 4 THz; channels = 80
lumped band noise / total signal = 1.24 %
tests ok
```
